# Why even-order stop bands of a quarter-wave stack close

## What happens

A quarter-wave stack alternates two layers of equal optical thickness, one quarter of the design wavelength each. At normal incidence it has stop bands around odd multiples of its design frequency and none at even multiples. At an even multiple each layer is a whole number of half waves thick, so it hands the field to the next layer unchanged, apart from a possible common sign. Its transfer matrix is then plus or minus the identity and no longer contains the refractive index. With nothing left to distinguish the layers, there is no periodic disturbance to open a stop band.

This holds for any index contrast, provided that the layers are lossless and non-magnetic and that their indices do not vary with frequency.

## Why: the matrix of one layer

Let the indices be \(n_H\neq n_L\), with

\[
n_Hd_H=n_Ld_L=\lambda_0/4 .
\]

The design frequency \(\omega_0\) belongs to the vacuum wavelength \(\lambda_0\), and order \(m\) means the frequency \(m\omega_0\). With \(k=\omega/c\) and time factor \(e^{-i\omega t}\), the field in a layer obeys \(E''=-n^2k^2E\).

Take \(E\) and \(u=E'/k\) as the state. Both are continuous at an interface: \(E\) is tangential, and \(u\) is proportional to the tangential magnetic field. The general solution is \(E=A\cos nkz+B\sin nkz\). At \(z=0\), \(A=E(0)\) and \(ku(0)=nkB\), so \(B=u(0)/n\). Evaluating \(E\) and \(E'/k\) at \(z=d\) gives

\[
\begin{pmatrix}E\\u\end{pmatrix}_{d}=M\begin{pmatrix}E\\u\end{pmatrix}_{0},\qquad
M=\begin{pmatrix}\cos\delta&\dfrac{\sin\delta}{n}\\-n\sin\delta&\cos\delta\end{pmatrix},\qquad \delta=nkd .
\]

The determinant is \(\cos^2\delta+\sin^2\delta=1\). The index enters in two ways: through the phase \(\delta\), and through the factors \(1/n\) and \(n\) beside \(\sin\delta\).

At order \(m\), \(k=2\pi m/\lambda_0\), so both layers have \(\delta=m\pi/2\). For even \(m\) the sine vanishes and

\[
M_H=M_L=(-1)^{m/2}I,\qquad M_LM_H=(-1)^mI=I .
\]

At order 2 each layer reverses the sign of the field, and the two reversals cancel over a period. At order 4 there is no reversal.

For odd \(m\) the cosine vanishes instead, and the indices survive:

\[
M_LM_H=\begin{pmatrix}-n_H/n_L&0\\0&-n_L/n_H\end{pmatrix}.
\]

One field component grows in magnitude from period to period and the other shrinks. This is a stop band.

The same result can be read from the reflections. Place one high-index layer in the low-index medium. Its front face reflects with amplitude \(r=(n_L-n_H)/(n_L+n_H)\), and a wave inside meets either face with amplitude \(-r\). Entering and leaving contributes a factor \(1-r^2\), and each further round trip a factor \(r^2e^{2i\delta}\). The internal bounces therefore sum to

\[
-\frac{r(1-r^2)e^{2i\delta}}{1-r^2e^{2i\delta}} .
\]

At even order \(e^{2i\delta}=1\) and the sum is \(-r\), which cancels the front reflection. At odd order \(e^{2i\delta}=-1\) and the sum is \(r(1-r^2)/(1+r^2)\), which reinforces it.

## From the matrix to the stop band

A Bloch wave is multiplied by a factor \(\mu\) over one period \(\Lambda=d_H+d_L\). The period matrix has unit determinant, so its eigenvalues are \(\mu\) and \(1/\mu\), with \(\mu+1/\mu=2h\), where \(h\) is half its trace. If \(|h|\le1\), then \(\mu=e^{iK\Lambda}\) and \(h=\cos K\Lambda\) with real \(K\). If \(|h|>1\), then \(\mu\) is real with modulus different from one, and the waves grow or decay. Multiplying the matrices gives

\[
h=\cos\delta_H\cos\delta_L-\xi\sin\delta_H\sin\delta_L,\qquad
\xi=\frac12\left(\frac{n_H}{n_L}+\frac{n_L}{n_H}\right)>1 .
\]

Write \(S=\delta_H+\delta_L\) and \(D=\delta_H-\delta_L\). The product of cosines is \(\tfrac12(\cos D+\cos S)\) and that of sines is \(\tfrac12(\cos D-\cos S)\), so

\[
h=\tfrac12\left[(1+\xi)\cos S-(\xi-1)\cos D\right].
\]

Replacing each cosine by \(1-2\sin^2\) of the half angle, or by \(2\cos^2-1\), gives two equivalent forms:

\[
h-1=(\xi-1)\sin^2\tfrac D2-(\xi+1)\sin^2\tfrac S2,
\]
\[
h+1=(\xi+1)\cos^2\tfrac S2-(\xi-1)\cos^2\tfrac D2 .
\]

Since \(\xi\mp1=(n_H\mp n_L)^2/(2n_Hn_L)\), define

\[
\rho=\sqrt{\frac{\xi-1}{\xi+1}}=\frac{|n_H-n_L|}{n_H+n_L}.
\]

A stop band then exists where

\[
\left|\sin\tfrac S2\right|<\rho\left|\sin\tfrac D2\right|\ (h>1)
\quad\text{or}\quad
\left|\cos\tfrac S2\right|<\rho\left|\cos\tfrac D2\right|\ (h<-1).
\]

In the ideal quarter-wave stack \(D=0\) at every frequency. The first condition can never hold, so no even-order stop band exists. The second becomes \(|\cos\delta|<\rho\). Around an odd order the phase may depart from \(m\pi/2\) by \(\arcsin\rho\) on either side. Because \(\delta=\pi\omega/(2\omega_0)\), the full width is

\[
\frac{\Delta\omega}{\omega_0}=\frac4\pi\arcsin\rho .
\]

The identity matrix says more than \(h=1\) does. At the edge of an open stop band \(h=\pm1\) as well, but the period matrix is not \(\pm I\) and has one independent eigenvector. At an even order it is \(I\), every field is periodic, and two bands meet. With \(D=0\) and \(h=\cos K\Lambda\), the expression for \(h-1\) gives

\[
\sin^2\frac{K\Lambda}{2}=\frac{(n_H+n_L)^2}{4n_Hn_L}\sin^2\delta .
\]

Let \(\Delta k\) be the departure of \(k\) from its even-order value, and measure \(K\) from the zone centre. The phase departs by \((\lambda_0/4)\Delta k\), and \(\Lambda=(\lambda_0/4)(n_H+n_L)/(n_Hn_L)\). For small departures the square root gives \(|K|=\sqrt{n_Hn_L}\,|\Delta k|\). The bands cross as straight lines, with group index \(\sqrt{n_Hn_L}\).

The converse also holds. If \(M_LM_H=\pm I\), then \(M_L=\pm M_H^{-1}\). The off-diagonal elements require both \(\sin\delta_L/n_L=\mp\sin\delta_H/n_H\) and \(n_L\sin\delta_L=\mp n_H\sin\delta_H\). For unequal indices these agree only if both sines vanish. Each layer must separately be a whole number of half waves thick.

## How large: a mirror for 1550 nm

Take \(n_H=2.0\), \(n_L=1.5\) and \(\lambda_0=1550\) nm. The thicknesses are \(1550/(4\times2.0)=193.75\) nm and \(1550/(4\times1.5)=258.33\) nm, and \(\rho=0.5/3.5=0.1429\).

The first stop band has width \((4/\pi)\arcsin0.1429=0.1825\) in units of \(\omega_0\). It runs from \(0.9087\,\omega_0\) to \(1.0913\,\omega_0\), or from 1706 down to 1420 nm. The third has the same width in frequency. At order 2 the width is zero and the group index is \(\sqrt{3.0}=1.732\).

For a single high-index layer the front reflection is \(-0.1429\). The bounces add \(-0.1371\) at order 1 and \(+0.1429\) at order 2.

Now put ten pairs on a substrate of index 1.5, with air in front and the high-index layer facing the air. At 1550 nm the reflectance is 99.16 %; with the layer order reversed it would be 98.12 %. At 775 nm the matrix of all ten pairs is \(I\), so the air meets the same ratio \(u/E\) as at a bare substrate, and

\[
R=\left(\frac{1-1.5}{1+1.5}\right)^2=4.00\ \% .
\]

The stack adds no reflection at this frequency. Away from it the layer matrices are no longer \(\pm I\), so this equality is not a promise of broadband transparency.

## Why the Fourier coefficient of the permittivity is not the reason

It is tempting to say that the second Fourier coefficient of the permittivity vanishes. It does not, because equal optical thicknesses are unequal physical ones. With the origin at the centre of a high-index layer and \(f=d_H/\Lambda=3/7\),

\[
\varepsilon_j=(n_H^2-n_L^2)\frac{\sin\pi jf}{\pi j}\quad(j\ne0),
\]

which gives \(\varepsilon_1=0.5431\) and \(\varepsilon_2=0.1208\). The mean is \(\varepsilon_0=3.000\).

Keep only the two plane waves \(E_\pm\) with wavenumbers \(\pm g\), where \(g=2\pi/\Lambda\). Their equations \(g^2E_\pm=k^2(\varepsilon_0E_\pm+\varepsilon_2E_\mp)\) give \(k^2=g^2/(\varepsilon_0\pm\varepsilon_2)\). The predicted relative gap is about \(\varepsilon_2/\varepsilon_0=4.03\) %.

Now include the uniform wave \(E_0\). It has zero wavenumber, so \(0=\varepsilon_0E_0+\varepsilon_1(E_++E_-)\). Eliminating it changes the coupling to

\[
\varepsilon_2-\frac{\varepsilon_1^2}{\varepsilon_0}=0.1208-0.0983=0.0225 .
\]

It also lowers the diagonal term from \(\varepsilon_0\) to \(\varepsilon_0-\varepsilon_1^2/\varepsilon_0=2.902\). The relative gap, about the ratio of the new coupling to the new diagonal term, falls to 0.777 %. With 201 plane waves it is 0.000 %. Direct scattering is present, but multiple scattering cancels it.

The opposite case confirms the point. With the period and indices held fixed, equal physical thicknesses make \(\varepsilon_2\) zero, yet the second gap opens to 3.95 %.

A Fourier argument does work in another variable. Plotted against optical path instead of position, \(\ln n\) of the quarter-wave stack is a square wave with equal halves, and its even coefficients vanish. At this contrast, twice the modulus of its \(j\)-th coefficient is close to the relative gap of order \(j\): 18.31 % against 18.25 % at order 1 of the quarter-wave stack, and 3.97 % against 3.95 % at order 2 for equal physical thicknesses.

## What opens the gap in a real mirror

Near order 2, \(S\) is close to \(2\pi\). For small \(D\), nearly constant across the gap, the first stop-band condition becomes \(|S-2\pi|<\rho|D|\). The full width in \(S\) is \(2\rho|D|\), so the relative width is \(\rho|D|/\pi\).

Let \(P_H\) and \(P_L\) be the optical thicknesses at the wavelength of use. The centre lies at \(\lambda=P_H+P_L\), where \(D=2\pi(P_H-P_L)/(P_H+P_L)\). Hence

\[
\Delta\lambda\approx2\rho\,|P_H-P_L| .
\]

For a high-index layer 2 % too thick, \(P_H-P_L=0.02\times387.5=7.75\) nm and \(\Delta\lambda=2\times0.1429\times7.75=2.21\) nm.

At oblique incidence \(P=nd\cos\theta\), with \(\theta\) the angle inside the layer. The index beside \(\sin\delta\), and hence in \(\rho\), becomes \(n\cos\theta\) for s polarization and \(n/\cos\theta\) for p, because these set the ratio of tangential magnetic to electric field.

The model indices are roughly typical of transparent deposited films in the telecom band. In practice several effects make the two phases unequal. With rough inputs, the second-order gap becomes:

- 0.37 nm from dispersion, if the indices rise by 0.02 and 0.01 between 1550 and 775 nm. The raised values are held fixed across the gap. This figure comes from a small difference and is sensitive to the inputs: a rise of 0.03 in the high index gives 0.95 nm, and Sellmeier data for silicon nitride and silica (rises of about 0.030 and 0.010) give about 1.0 nm.
- 2.2 nm from the 2 % thickness error.
- 3.1 nm (s) and 2.6 nm (p) at 30° in air, with the centre moved to 740.5 nm.
- 0.065 nm from 100 K of warming, counting index changes of \(2.5\times10^{-5}\) and \(1.0\times10^{-5}\) per kelvin but no expansion. If the high layer also expands by \(2\times10^{-6}\) per kelvin more than the low one, the gap is about 0.087 nm.

An extinction coefficient of \(10^{-4}\) in both films absorbs 0.71 % of the incident light at 775 nm and leaves the reflectance at 4.02 %. Interface roughness and random thickness scatter are not included.

An open gap need not make a short stack a strong mirror. With the 2 % error, the field at the gap centre decays by a factor \(e\) over 111 pairs. Ten pairs there, with the high-index layer facing the air, reflect 4.97 %, against 4.00 % for the bare substrate.

## What to do about it

To pass the second harmonic of a mirror's design frequency, make each layer's optical thickness \(P\) half the harmonic wavelength at the angle of use. Within this lossless model, equal optical thicknesses (\(D=0\)) are enough to close the gap for both polarizations, but if the layers are not also half waves at the harmonic, the stack can still add some reflection there. The cost at the fundamental is small when the index rise is small beside \(\rho\). The mismatch left there enters the odd-order condition through \(\cos(D/2)\), which changes only quadratically for small \(D\). Dispersion also moves \(S\) away from \(\pi\), linearly, and shifts the stop band: for silicon nitride and silica made half-wave at 775 nm the band centre moves from about 1550 to 1533 nm, about 1 % against a half-width near 10 %. For the present contrast, keeping the second-order gap below 1 nm requires \(|P_H-P_L|\) below about 3.5 nm, or 0.9 % of one layer.

To obtain a second-order mirror instead, make the optical thicknesses unequal. At \(S=2\pi\), \(h\) is greatest when \(|D|=\pi\), which means a 3:1 split. A 1:2 split also opens order 2 but closes order 3, where its layers are one and two half waves thick. For the 1:2 split, \(|h|-1\) is 0.031 at orders 1, 2, 4 and 5 and zero at orders 3 and 6.

## Numbers as computed

```
indices high, low: 2.00, 1.50
thicknesses high, low: 193.75, 258.33 nm
period: 452.08 nm; rho: 0.14286
design wavelength: 1550 nm = 193.4 THz
order 1 high matrix rows: [0.0000, 0.5000], [-2.0000, 0.0000]
order 1 low matrix rows: [0.0000, 0.6667], [-1.5000, 0.0000]
order 2 high matrix rows: [-1.0000, 0.0000], [0.0000, -1.0000]
order 2 low matrix rows: [-1.0000, 0.0000], [0.0000, -1.0000]
order 4 high matrix rows: [1.0000, 0.0000], [0.0000, 1.0000]
order 4 low matrix rows: [1.0000, 0.0000], [0.0000, 1.0000]
half trace, orders 1-4: -1.04167, 1.00000, -1.04167, 1.00000
order 1 gap edges: 0.9087, 1.0913 x design frequency
order 1 gap: 1420.4 to 1705.7 nm
order 3 gap edges: 2.9087, 3.0913 x design frequency
order 2 band pair: 2.00000, 2.00000 x design frequency
open-gap edge, singular values of M+I: 0.6598, 0.0000
group index at order 2: 1.732
permittivity coefficients 0,1,2: 3.0000, 0.5431, 0.1208
order 2 relative gap, 2 plane waves: 4.030 %
order 2 relative gap, 3 plane waves: 0.777 %
order 2 relative gap, 201 plane waves: 0.000 %
equal physical thickness, order 2 gap: 3.948 %
1:2 split, |half trace|-1, orders 1-6: 0.0312, 0.0313, 0.0000, 0.0313, 0.0312, 0.0000
order 1 single layer: front -0.1429, bounces -0.1371, total 0.2800 (modulus)
order 2 single layer: front -0.1429, bounces 0.1429, total 0.0000 (modulus)
bare substrate (index 1.5) reflectance: 4.00 %
10 pairs, order 1 (1550.0 nm): R = 99.16 %
10 pairs, order 2 (775.0 nm): R = 4.00 %
10 pairs, order 3 (516.7 nm): R = 99.16 %
index rise 1550 to 775 nm, high, low: 0.02, 0.01
thermo-optic high, low: 2.5e-05, 1.0e-05 1/K
dispersion: order 2 gap 0.373 nm at 781.5 nm
high layer 2 % thick: order 2 gap 2.214 nm at 782.8 nm
  pairs for field decay by e: 111; R of 10 pairs: 4.97 %
30 deg, s: order 2 gap 3.072 nm at 740.5 nm
30 deg, p: order 2 gap 2.558 nm at 740.5 nm
100 K warmer: order 2 gap 0.065 nm at 775.7 nm
extinction 1e-04: absorbed at order 2 0.71 %, R = 4.02 %
```
